# Optical Rotation as Forward Scattering Between Two Linear Polarization Modes, part 2

Linearly polarized light of angular frequency $\omega$ crosses a length $l$ of a transparent gas or liquid of randomly oriented chiral molecules. The problem is to find the angle $\theta$ through which its polarization turns about the propagation direction.

Hartree atomic units are used, with $\hbar=m_e=e=1$, $\varepsilon_0=1/4\pi$ and $\mu_0=4\pi/c^2$, where $c$ is the speed of light. The magnetic field is defined by the force $q(\mathbf E+\mathbf v\times\mathbf B)$ on a charge $q$. Repeated indices are summed, and an overbar denotes an average over orientations.

Each molecule has a nondegenerate ground state $|0\rangle$ and excited states $|j\rangle$ with excitation energies $\omega_j$, all away from $\omega$. Spin is left out, and the wavefunctions are real. For charges $q$ of mass $m_q$ with positions $\mathbf r$ and momenta $\mathbf p$, the electric dipole, electric quadrupole and magnetic dipole moments are
$$
\boldsymbol\mu=\sum q\,\mathbf r,\qquad
Q_{ab}=\tfrac12\sum q\,r_ar_b,\qquad
\mathbf m=\sum\frac{q}{2m_q}\,\mathbf r\times\mathbf p .
$$
For one electron, $\boldsymbol\mu=-\mathbf r$ and $\mathbf m=-\mathbf L/2$, with $\mathbf L=\mathbf r\times\mathbf p$. The molecular response tensors are
$$
G'_{ab}=-2\omega\sum_{j\ne0}\frac{\mathrm{Im}\,\langle0|\mu_a|j\rangle\langle j|m_b|0\rangle}{\omega_j^2-\omega^2}
$$
and the polarizability
$$
\alpha_{ab}=\sum_j\frac{2\omega_j\langle0|\mu_a|j\rangle\langle j|\mu_b|0\rangle}{\omega_j^2-\omega^2},
$$
with $\bar\alpha=\tfrac13\mathrm{Tr}\,\alpha$.

A photon with wavevector $\mathbf k=k\hat{\mathbf k}$, $k=\omega/c$, is scattered forward from the real unit polarization vector $\mathbf e$ to $\mathbf e'$. The magnetic field belonging to $\mathbf e$ has the direction and relative size
$$
\mathbf b=\frac{\hat{\mathbf k}\times\mathbf e}{c},
$$
and $\mathbf b'$ belongs to $\mathbf e'$ in the same way. The averaged amplitude of one molecule was found to be
$$
\bar f_{\mathbf e'\mathbf e}=\bar\alpha\,\mathbf e'\cdot\mathbf e-\frac{2i}{3c}\,\mathrm{Tr}\,G'\;\hat{\mathbf k}\cdot(\mathbf e\times\mathbf e').
$$
In $\bar f_{yx}$ the photon goes from polarization $x$ to $y$. The quadrupole contributes for a molecule of fixed orientation but drops out of this average.

## From the forward amplitude to the rotation angle

The light has frequency $\omega$ and travels along $z$ through $N$ molecules per unit volume, in a quantization volume $V$. In atomic units, the forward matrix element of one molecule is $M=-(2\pi\omega/V)f$. Its isotropic average has the diagonal elements $\bar f_{xx}=\bar f_{yy}=\bar\alpha$, the mean polarizability, and the off-diagonal elements $\bar f_{yx}=-\bar f_{xy}=-(2i/3c)\,\mathrm{Tr}\,G'$. The tensor $G'$ is built from the electric moment $\boldsymbol\mu$ and the magnetic moment $\mathbf m$, and $\bar g=\tfrac13\mathrm{Tr}\,G'$.

A molecule at position $\mathbf R$ contributes a phase $e^{i\mathbf k\cdot\mathbf R}$ on absorption and $e^{-i\mathbf k'\cdot\mathbf R}$ on emission into a mode $\mathbf k'$. For $\mathbf k'=\mathbf k$ the product is 1 wherever the molecule sits, so the amplitudes of all $NV$ molecules add. For other directions, including straight back, the phases vary from molecule to molecule and the sum over random positions averages to zero. What remains is a fluctuation that grows as the square root of the number of molecules. This is ordinary scattered light, and it is neglected here.

The two forward modes have the same energy and are coupled through intermediate states of different energy. Their effective Hamiltonian is the summed second-order matrix element, $NVM=-2\pi\omega N\bar f$. The volume cancels, and
$$
H_{yx}=-2\pi\omega N\left(-\frac{2i}{3c}\mathrm{Tr}\,G'\right)=i\kappa,\qquad H_{xy}=-i\kappa,\qquad
\kappa=\frac{4\pi\omega N}{3c}\,\mathrm{Tr}\,G' .
$$
The diagonal elements are equal. Together with the photon energy they are written $\Omega$.

Let $c_x$ and $c_y$ be the amplitudes for the photon to be in the two modes. The Schrödinger equation reads
$$
i\dot c_x=\Omega c_x-i\kappa c_y,\qquad i\dot c_y=i\kappa c_x+\Omega c_y .
$$
The common phase is removed by writing $c_{x,y}=e^{-i\Omega t}u_{x,y}$. Division by $i$ then leaves
$$
\dot u_x=-\kappa u_y,\qquad \dot u_y=\kappa u_x .
$$
For light that starts with polarization $x$, the solution is
$$
u_x=\cos\kappa t,\qquad u_y=\sin\kappa t .
$$
A photon with these amplitudes has the polarization vector $\hat{\mathbf x}\cos\kappa t+\hat{\mathbf y}\sin\kappa t$. The two components are in phase, so the light stays linearly polarized while its direction turns from $x$ towards $y$. This depends on $H_{yx}$ being imaginary. A real coupling $H_{yx}$ would give $u_y\approx-iH_{yx}t$ at short times, a quarter period out of step with $u_x$, and the light would become elliptical.

To leading order in the density, the light spends the time $t=l/c$ in the sample. The turn about the propagation direction is $\theta=\kappa l/c$, or
$$
\theta=\frac{4\pi}{3c^2}\,\omega Nl\,\mathrm{Tr}\,G' .
$$
Since $4\pi/c^2=\mu_0$, the same result in SI units is $\theta=\tfrac13\mu_0\omega Nl\,\mathrm{Tr}\,G'$, with a factor $1/\hbar$ in the definition of $G'$.

Optical rotation is usually counted as positive when it is clockwise for an observer who faces the source. For that observer $z$ points out of the page, and a turn from $x$ to $y$ is anticlockwise. The optical rotation is therefore
$$
\varphi=-\theta=-\frac{4\pi}{3c^2}\,\omega Nl\,\mathrm{Tr}\,G' .
$$
At low frequency $G'$ is proportional to $\omega$, so the angle grows as $\omega^2$. If the light is sent back through the sample by a mirror at normal incidence, it again turns by $\theta$ about its own direction of travel. That direction is now reversed, so the second turn undoes the first.

The use of $t=l/c$ raises the question of whether the refractive index of the sample should appear. Maxwell's equations answer it. The averaged amplitude has the form $\mathbf e'\cdot\boldsymbol\mu+\mathbf b'\cdot\mathbf m$ with induced moments proportional to $\bar\alpha\mathbf e-i\bar g\mathbf b$ and $i\bar g\mathbf e$. With $g=N\bar g$ and $\varepsilon=\varepsilon_0+N\bar\alpha$, the sample then obeys
$$
\mathbf D=\varepsilon\mathbf E-ig\mathbf B,\qquad
\mathbf H=\mathbf B/\mu_0-ig\mathbf E ,
$$
provided that the field acting on each molecule is taken to be the mean field and that the very weak magnetic moment induced by the magnetic field is neglected. Try a circular wave $\mathbf E\propto(\hat{\mathbf x}+i\sigma\hat{\mathbf y})e^{i(qz-\omega t)}$ with $\sigma=\pm1$, for which $\hat{\mathbf z}\times\mathbf E=-i\sigma\mathbf E$. Faraday's law gives $\mathbf B=-i\sigma(q/\omega)\mathbf E$. Inserting this in $q\,\hat{\mathbf z}\times\mathbf H=-\omega\mathbf D$ gives
$$
-\frac{q^2}{\mu_0\omega}-\sigma gq=-\omega\varepsilon+\sigma gq ,
$$
$$
q_\sigma=-\sigma\mu_0\omega g+\sqrt{\mu_0\varepsilon\omega^2+(\mu_0\omega g)^2}.
$$
The square root is common to both circular waves. Write $q_\pm=\bar q\pm\delta$ with $\delta=-\mu_0\omega g$. The sum of the two waves is
$$
(\hat{\mathbf x}+i\hat{\mathbf y})e^{iq_+z}+(\hat{\mathbf x}-i\hat{\mathbf y})e^{iq_-z}
=2e^{i\bar qz}(\hat{\mathbf x}\cos\delta z-\hat{\mathbf y}\sin\delta z),
$$
a linear polarization turned by $-\delta l=\mu_0\omega gl=\theta$ after a length $l$. The mean refractive index does not enter. What limits the formula in a dense medium is the mean-field assumption: the fields of neighbouring dipoles change the field at a molecule by a relative amount of order $N\bar\alpha/3\varepsilon_0=4\pi N\bar\alpha/3$, the Lorentz estimate. Correlations between the orientations of neighbouring molecules are left out as well.

A second question concerns the origin. The magnetic moment depends on the point about which $\mathbf r\times\mathbf p$ is taken, while an angle of rotation cannot. Moving the origin by $\mathbf d$ changes $\mathbf m$ by $-\tfrac12\mathbf d\times\sum(q/m_q)\mathbf p$. For potentials that depend on position alone, the sum is the time derivative of $\boldsymbol\mu$, whose matrix element $\langle j|\dot\mu_e|0\rangle$ is $i\omega_j\langle j|\mu_e|0\rangle$. Inserting this in the definition of $G'$ gives
$$
\Delta G'_{ab}=\frac\omega2\,\epsilon_{bce}\,d_c\,\alpha_{ae}.
$$
The trace of this change contains the antisymmetric $\epsilon_{ace}$ multiplied by the symmetric $\alpha_{ae}$, and is zero. The components of $G'$ depend on the origin and the trace does not. The argument rests on the relation between the matrix elements of $\mathbf p$ and $\boldsymbol\mu$, which holds for exact eigenstates. In a molecular calculation with a finite atomic basis the relation is only approximate, and the trace computed from this definition does depend on the origin, in a small basis enough to change its sign. Field-dependent (London) orbitals, or the velocity form of the electric moment, remove that dependence.

A model with one electron shows the formula at work. The electron moves in an anisotropic harmonic well with a bounded chiral addition,
$$
H=\tfrac12\mathbf p^2+\tfrac12(w_x^2x^2+w_y^2y^2+w_z^2z^2)+A\,xyz\,e^{-\beta r^2}.
$$
A reflection such as $x\to-x$ reverses the sign of $A$, so $-A$ describes the mirror image.

For small $A$ the tensor can be found by hand. Let $|n_xn_yn_z\rangle$ be the states of the well. In one dimension the needed matrix element is
$$
\langle1|q\,e^{-\beta q^2}|0\rangle=\sqrt{2w}\sqrt{\frac w\pi}\int q^2e^{-(w+\beta)q^2}dq=\frac1{\sqrt{2w}}\left(\frac w{w+\beta}\right)^{3/2}.
$$
The chiral term therefore couples $|000\rangle$ to $|111\rangle$, and $|100\rangle$ to $|011\rangle$, with the same strength
$$
h=\frac{AS}{\sqrt{8w_xw_yw_z}},\qquad S=\prod_i\left(\frac{w_i}{w_i+\beta}\right)^{3/2}.
$$

Without the chiral term, $x$ connects the ground state to $|100\rangle$, with matrix element $1/\sqrt{2w_x}$. Since $p_z|000\rangle=iw_zz|000\rangle$ and likewise for $y$,
$$
L_x|000\rangle=i(w_z-w_y)yz|000\rangle=iD|011\rangle,\qquad D=\frac{w_z-w_y}{2\sqrt{w_yw_z}} .
$$
No state is reached by both operators, so $G'_{xx}$ vanishes at $A=0$. To first order in $A$, two intermediate states contribute. With $P=w_y+w_z$, the relevant admixtures are $-h/(P+w_x)$ of $|111\rangle$ in the ground state, $h/(w_x-P)$ of $|011\rangle$ in $|100\rangle$, and $h/(P-w_x)$ of $|100\rangle$ in $|011\rangle$. Other admixtures are not connected by $x$ or $L_x$ to the states needed. At the frequencies used below, $P=5w_x$, so $|011\rangle$ is degenerate with $|500\rangle$, to which the chiral term also couples it. The two states then mix strongly, in equal parts as $A\to0$, but split only by an amount of order $A$. Neither $x$ nor $L_x$ connects $|500\rangle$ to $|000\rangle$, so the sum over the pair gives the same first-order result as $|011\rangle$ alone. Using $\langle100|L_x|111\rangle=-iD$, the missing matrix elements are
$$
\langle100|L_x|0\rangle=iDh\left[\frac1{w_x-P}+\frac1{w_x+P}\right]=-\frac{2iw_xDh}{P^2-w_x^2},
$$
$$
\langle0|x|011\rangle=\frac h{\sqrt{2w_x}}\left[\frac1{P-w_x}-\frac1{P+w_x}\right]=\frac{\sqrt{2w_x}\,h}{P^2-w_x^2}.
$$
The states $|100\rangle$ and $|011\rangle$ have excitation energies $w_x$ and $P$, so
$$
\sum_j\frac{\langle0|x|j\rangle\langle j|L_x|0\rangle}{\omega_j^2-\omega^2}
=\frac{i\sqrt{2w_x}Dh}{P^2-w_x^2}\left[\frac1{P^2-\omega^2}-\frac1{w_x^2-\omega^2}\right].
$$
The bracket equals $-(P^2-w_x^2)/[(P^2-\omega^2)(w_x^2-\omega^2)]$, which cancels the denominator in front. Because $\mu_xm_x=\tfrac12xL_x$, $G'_{xx}$ is $-\omega$ times the imaginary part of the sum:
$$
G'_{xx}=\frac{\omega AS\,(w_z-w_y)}{4w_yw_z(w_x^2-\omega^2)[(w_y+w_z)^2-\omega^2]} .
$$
The other two components follow by cyclic exchange of $x,y,z$. If two well frequencies are equal, the trace vanishes. A quarter turn about the third axis then leaves the well unchanged and reverses $xyz$, so the model coincides with its mirror image.

Take $w_x,w_y,w_z=0.3,\,0.5,\,1.0$, with $\beta=0.1$, $A=0.02$ and $\omega=0.1$, all in atomic units. The light has a vacuum wavelength of 455.6 nm. Here $S=(0.75\times0.8333\times0.9091)^{3/2}=0.4283$ and $\omega AS/4=2.141\times10^{-4}$, so that
$$
G'_{xx}=2.141\times10^{-4}\times\frac{0.5}{0.5\times0.08\times2.24}=1.195\times10^{-3}.
$$
The cyclic formulas give $G'_{yy}=-1.239\times10^{-3}$ and $G'_{zz}=4.578\times10^{-4}$. The components partly cancel, and their sum, taken before rounding, is $4.135\times10^{-4}$. Diagonalization of the full model gives $\mathrm{Tr}\,G'=4.138\times10^{-4}$, which is 0.05 % above the first-order value, and the opposite sign for the mirror image.

For $N=10^{-5}$ bohr$^{-3}$ the mode coupling is
$$
\kappa=\frac{4\pi\times0.1\times10^{-5}\times4.138\times10^{-4}}{3\times137.04}=1.265\times10^{-11}\ \text{hartree}.
$$
A path of $2\times10^9$ bohr, or 10.6 cm, takes $1.459\times10^7$ atomic units of time. The product is $\theta=1.846\times10^{-4}$ rad, and the optical rotation is
$$
\varphi=-1.846\times10^{-4}\ \text{rad}=-0.0106^\circ ,
$$
anticlockwise for an observer facing the source. The probability of finding the photon in polarization $y$ is $\sin^2\theta=3.4\times10^{-8}$. At such small angles it grows as $N^2$, as it must when amplitudes add.

The numerical check computes the forward amplitude a second time, from the coupling $\mathbf p\cdot\mathbf A$ with full plane waves and no multipole expansion. Averaged over orientations, both routes give $\mathrm{Im}\,f_{yx}=-2.013\times10^{-6}$. For one fixed orientation the plane waves give $-1.078\times10^{-5}$, while the electric and magnetic dipoles alone give $-5.38\times10^{-6}$. The quadrupole supplies the difference. That it is about half is a feature of this orientation and origin, but it shows that $G'$ by itself does not describe an oriented molecule.

Two further tests concern the origin and the refractive index. In a version of the model tilted so that it has no symmetry, a shift of the origin changes a component of $G'$ by as much as 1.25, while the trace stays at $3.824\times10^{-4}$. At a density of $10^{-3}$ bohr$^{-3}$, where the mean refractive index is 1.036, a numerical solution of Maxwell's equations with the mean-field response above gives the angle of the formula, with no factor from the index.

## Table of computed values

```
INPUTS (atomic units unless stated)
well frequencies x, y, z: 0.3 0.5 1.0
chiral strength A: 0.02   damping beta: 0.1
light frequency: 0.1 hartree = 2.7211 eV
vacuum wavelength: 455.63 nm
speed of light: 137.035999 a.u.
number density: 1.0e-05 bohr^-3
path length: 2.0e+09 bohr = 10.584 cm
MOLECULAR RESPONSE
lowest excitation energy: 0.299953 hartree
mean polarizability: 5.89414 a.u.
G'_xx: 1.19555e-03 a.u.; first order: 1.19499e-03
G'_yy: -1.23983e-03 a.u.; first order: -1.23925e-03
G'_zz: 4.58031e-04 a.u.; first order: 4.57788e-04
Tr G': 4.13752e-04 a.u.; first order: 4.13529e-04
Tr G' of mirror image: -4.13752e-04 a.u.
FORWARD AMPLITUDE f_yx (imaginary part, a.u.)
averaged, from Tr G': -2.01286e-06
averaged, from plane waves: -2.01286e-06
one orientation, plane waves: -1.07820e-05
same, dipoles and quadrupole: -1.07820e-05
same, dipoles only: -5.38403e-06
ROTATION
mode coupling kappa: 1.26472e-11 hartree
transit time l/c: 1.45947e+07 a.u.
turn about k, formula: 1.84582e-04 rad
turn about k, two-mode evolution: 1.84582e-04 rad
optical rotation phi: -1.84582e-04 rad = -1.05758e-02 degree
probability of y polarization: 3.4071e-08
ORIGIN SHIFT, TILTED MODEL (a.u.)
largest change of a G' component: 1.25126e+00
Tr G' before: 3.824166e-04
Tr G' after: 3.824166e-04
MAXWELL CHECK
density: 1.0e-03 bohr^-3, length: 2.0e+07 bohr
mean refractive index: 1.03637
turn from Maxwell equations: 1.84582e-04 rad
turn from formula: 1.84582e-04 rad
```
